\section*{Two kinetic energy densities: their difference, integrals and signs}

\section{Two candidates for one density}

Q: I keep meeting two expressions called the kinetic energy density, one with squared gradients and one with a Laplacian. Are they the same function?

A: Let us fix the setting and compare. Use Hartree atomic units. Take orbitals $\phi_i(\mathbf r)$, possibly complex, with occupations $f_i\ge 0$ and density $n=\sum_i f_i|\phi_i|^2$, and define
\begin{equation}
\tau_+=\tfrac12\sum_i f_i|\nabla\phi_i|^2,\qquad \tau_L=-\tfrac12\sum_i f_i\,\mathrm{Re}\,(\phi_i^*\nabla^2\phi_i).
\end{equation}
At a point where $\phi$ is twice differentiable, the product rule gives $\nabla(\phi^*\phi)=\phi^*\nabla\phi+\phi\nabla\phi^*$. The divergence of each term follows by the product rule again:
\begin{align}
\nabla^2|\phi|^2&=\nabla\phi^*\!\cdot\!\nabla\phi+\phi^*\nabla^2\phi+\nabla\phi\cdot\!\nabla\phi^*+\phi\nabla^2\phi^*\nonumber\\
&=2|\nabla\phi|^2+2\,\mathrm{Re}\,(\phi^*\nabla^2\phi),
\end{align}
since the two Laplacian terms are complex conjugates of each other. Multiply by $f_i/4$ and sum. The first term becomes $\tau_+$, the second becomes $-\tau_L$, and
\begin{equation}
\tau_+-\tau_L=\tfrac14\nabla^2 n. \label{A}
\end{equation}
The two functions agree only where $\nabla^2n=0$. No Schr\"odinger equation, orthogonality or normalization was used.

Q: You put ``Re'' into the definition. What did it discard?

A: Write $\phi=a+ib$ with $a,b$ real. Then $\mathrm{Im}(\phi^*\nabla^2\phi)=a\nabla^2b-b\nabla^2a=\nabla\cdot(a\nabla b-b\nabla a)$, because the two terms $\nabla a\cdot\nabla b$ cancel. With the current $\mathbf j=\sum_i f_i\,\mathrm{Im}(\phi_i^*\nabla\phi_i)$,
\begin{equation}
-\tfrac12\sum_i f_i\phi_i^*\nabla^2\phi_i=\tau_L-\tfrac{i}{2}\nabla\cdot\mathbf j .
\end{equation}
The discarded part vanishes for real orbitals. It also vanishes for eigenfunctions of a real local potential $v$, where $\phi^*\nabla^2\phi=2(v-\varepsilon)|\phi|^2$ is real.

\section{The integrals}

Q: Different functions will in general have different integrals. Why should these give one kinetic energy?

A: Because the difference is a divergence. For a region $\Omega$ with outward normal $d\mathbf S$, inside which $n$ is smooth, the divergence theorem applied to (\ref{A}) gives
\begin{equation}
T_+(\Omega)-T_L(\Omega)=\tfrac14\oint\nabla n\cdot d\mathbf S, \label{B}
\end{equation}
where $T_+$ and $T_L$ denote the volume integrals of $\tau_+$ and $\tau_L$. The integrals are equal if and only if this flux vanishes. It vanishes for all space when the orbitals are bound, since $\nabla n$ falls exponentially (shown below for a spherical atom) while the area grows as $R^2$. It vanishes for a periodic cell, where opposite faces carry the same $\nabla n$ and opposite normals; at a hard wall, where $\phi_i=0$ makes $\nabla n=2\sum_i f_i\,\mathrm{Re}(\phi_i^*\nabla\phi_i)=0$; and on any surface with $\nabla n\cdot d\mathbf S=0$ everywhere. Otherwise it need not. For a spherical density and a sphere of radius $R$ the flux is $4\pi R^2n'(R)$, so
\begin{equation}
T_+(R)-T_L(R)=\pi R^2 n'(R), \label{sphere}
\end{equation}
which is negative where $n$ decreases.

Q: But $n$ is not smooth. It has a cusp at a point nucleus, and $1/r$ teaches us that a Laplacian can hide a delta function at the origin.

A: Cut out a ball of radius $\delta$ around the nucleus and apply (\ref{B}) to what remains; the question is whether the flux through the small sphere survives as $\delta\to0$. Near the nucleus take $v=-Z/r$ plus a finite remainder, as in hydrogen or the local density approximation (LDA). For an $s$ orbital with radial function $u/r$, the radial equation is $u''=2(v-\varepsilon)u$. Insert $u\propto r+cr^2+\dots$: at order $r^0$ the left side is $2c$ and the right side is $-2Z$, so $c=-Z$ and $u/r\propto 1-Zr$. Its slope is finite. Orbitals with $l>0$ behave as $r^l$ and also have finite slope. Hence $|\nabla n|$ is bounded, and the inner flux is at most $4\pi\delta^2\max|\nabla n|\to0$. For $1/r$ the slope is $-1/\delta^2$ and the flux stays at $-4\pi$; that is the delta function, and a cusp is too mild to produce it.

The cusp does leave a trace. From $n\simeq n(0)(1-2Zr)$ and $\nabla^2n=n''+2n'/r$, the leading term is $\nabla^2n\simeq-4Zn(0)/r$. Since $\tau_+$ is finite, (\ref{A}) gives $\tau_L\simeq Zn(0)/r$. This divergence is integrable, because the volume element supplies $r^2$.

\section{The sign far from the nucleus}

Q: A kinetic energy density ought to be positive. Can $\tau_L$ really be negative?

A: Assume now that all orbitals are eigenfunctions of one real local potential, as in Kohn--Sham theory: $-\tfrac12\nabla^2\phi_i=(\varepsilon_i-v)\phi_i$. Multiply by $f_i\phi_i^*$ and sum:
\begin{equation}
\tau_L=\sum_i f_i\,(\varepsilon_i-v)\,|\phi_i|^2. \label{C}
\end{equation}
Let $\varepsilon_H$ be the highest occupied level. Where $v>\varepsilon_H$ every bracket is negative, so $\tau_L<0$ there provided $n>0$, whereas $\tau_+\ge0$ is a sum of squares. In an atom $v\to0$ at infinity and $\varepsilon_H<0$, so this region contains the whole tail. It is the region that is classically forbidden to every occupied orbital: $\varepsilon_i-v$ is the classical kinetic energy, and it is negative there. Let $r_t$ be the outermost radius with $v(r_t)=\varepsilon_H$. Since $\tau_L>0$ near the nucleus, it has an outermost zero $r_0\le r_t$. For one occupied level $r_0=r_t$. With several levels the deeper ones already contribute negative terms at $r_t$, where the highest contributes zero, so $r_0<r_t$.

Q: That fixes signs. How large are the two in the tail?

A: Take closed shells, $\phi=(u/r)Y_{lm}$ with $u$ real, shell occupation $f$ and $f/(2l+1)$ per $m$. Two angular sums are needed. A rotation mixes the $Y_{lm}$ of one $l$ unitarily, so $S=\sum_m|Y_{lm}|^2$ is the same in all directions; its integral over angles is $2l+1$, so $S=(2l+1)/4\pi$. Let $\Lambda$ be the Laplacian on the unit sphere, $\Lambda Y_{lm}=-l(l+1)Y_{lm}$. The product rule used above gives $0=\Lambda S=-2l(l+1)S+2\sum_m|\nabla_\Omega Y_{lm}|^2$, so $\sum_m|\nabla_\Omega Y_{lm}|^2=l(l+1)S$. With $|\nabla\phi|^2=|\partial_r\phi|^2+|\nabla_\Omega\phi|^2/r^2$, $\partial_r(u/r)=(u'-u/r)/r$ and $\nabla^2\phi=[u''-l(l+1)u/r^2]Y_{lm}/r$, the sums over shells are $4\pi r^2n=\sum fu^2$ and
\begin{align}
4\pi r^2\tau_+&=\sum\frac f2\Big[\Big(u'-\frac ur\Big)^2+\frac{l(l+1)}{r^2}u^2\Big],\nonumber\\
4\pi r^2\tau_L&=-\sum\frac f2\,u\Big[u''-\frac{l(l+1)}{r^2}u\Big]. \label{shell}
\end{align}
Suppose $v=-q/r$ at large $r$ up to terms that fall faster than $1/r^2$, and set $\kappa=\sqrt{-2\varepsilon_H}$. For the highest shell let $g=u'/u$, so that $u''/u=g'+g^2$ and the radial equation reads
\begin{equation}
g'+g^2=\kappa^2-\frac{2q}{r}+\frac{l(l+1)}{r^2}. \label{riccati}
\end{equation}
Insert $g=-\kappa+b/r+c/r^2+\dots$, the minus sign selecting the decaying solution. Then $g'=-b/r^2+\dots$ and $g^2=\kappa^2-2\kappa b/r+(b^2-2\kappa c)/r^2+\dots$. Order $1/r$ gives $b=q/\kappa$; order $1/r^2$ gives $b^2-b-2\kappa c=l(l+1)$. Integrating $g$, $u\sim r^{q/\kappa}e^{-\kappa r}$, which is the exponential decay promised earlier. A deeper shell has a larger $\kappa_i$, and its weight relative to the highest falls as $e^{-2(\kappa_i-\kappa)r}$ times a power, so only the highest shell is kept. Dividing (\ref{shell}) by $fu^2$,
\begin{align}
\frac{\tau_+}{n}&=\frac12\Big(-\kappa+\frac{b-1}{r}+\frac{c}{r^2}\Big)^2+\frac{l(l+1)}{2r^2}\nonumber\\
&=\frac{\kappa^2}{2}+\frac{\kappa(1-b)}{r}+\frac{\tfrac12(b-1)^2-\kappa c+\tfrac12l(l+1)}{r^2}+\dots
\end{align}
Here $\kappa(1-b)=\kappa-q$, and (\ref{C}) gives $\tau_L/n=\varepsilon_H-v$ directly:
\begin{equation}
\frac{\tau_+}{n}=\frac{\kappa^2}{2}+\frac{\kappa-q}{r}+\dots,\qquad \frac{\tau_L}{n}=-\frac{\kappa^2}{2}+\frac qr+\dots \label{tail}
\end{equation}
The two approach $+|\varepsilon_H|$ and $-|\varepsilon_H|$, their ratio tends to $-1$, and $\tfrac14\nabla^2n/n\to\kappa^2$. For $q=0$ we have $b=0$ and $-\kappa c=\tfrac12l(l+1)$, so the $1/r^2$ coefficient of $\tau_+/n$ is $\tfrac12+l(l+1)$.

Q: Where does this argument break?

A: Identity (\ref{A}) survives in each case below; it is (\ref{C}) or its consequence that goes. In Hartree--Fock theory the exchange operator is nonlocal, an extra term enters (\ref{C}), and the term-by-term proof of the sign does not apply; the same holds for hybrid functionals and, inside the core region, for nonlocal pseudopotentials. In a finite basis the eigenvalue equation does not hold point by point. For a single Gaussian $e^{-\alpha r^2}$, which is what remains far out of an $s$ orbital in a Gaussian basis (for $l>0$ a factor $r^l$ changes the constant terms but not the $r^2$ terms), $\phi'=-2\alpha r\phi$ and $\nabla^2\phi=(4\alpha^2r^2-6\alpha)\phi$, so $\tau_+/n=2\alpha^2r^2$ and $\tau_L/n=3\alpha-2\alpha^2r^2$: the signs are right, the constant limits of (\ref{tail}) are lost. Where $v$ lies below every occupied level, (\ref{C}) makes $\tau_L\ge0$ and there is no sign difference: for a plane wave $e^{i\mathbf k\cdot\mathbf r}$ both forms equal $\tfrac12k^2n$. Finally, (\ref{tail}) was derived for spherical closed shells or a single $s$ orbital, while the sign statement needs only (\ref{C}). For a single $p_z$ orbital the angular term $l(l+1)/2r^2$ of $\tau_+/n$ is replaced by $\tan^2\theta/2r^2$: the two terms of (\ref{tail}) still hold along a fixed direction off the nodal plane, but the $1/r^2$ coefficient depends on direction and $\tau_+/n$ diverges at that plane.

\section{Hydrogen and neon}

Q: Show me a case that I can check by hand.

A: Hydrogen $1s$: $\phi=e^{-r}/\sqrt\pi$, $n=e^{-2r}/\pi$. Then $\phi'=-\phi$, and $\nabla^2\phi=\phi''+2\phi'/r=(1-2/r)\phi$, while $\nabla^2n=(4-4/r)n$. So
\begin{equation}
\tau_+=\tfrac12n,\qquad \tau_L=\Big(\frac1r-\frac12\Big)n,\qquad \tfrac14\nabla^2n=\Big(1-\frac1r\Big)n,
\end{equation}
and $\tfrac12-(1/r-\tfrac12)=1-1/r$ confirms (\ref{A}). With $\kappa=q=1$, (\ref{tail}) is exact here. The forms coincide at $r=1$ bohr, and $\tau_L$ changes sign at $r_0=r_t=2$ bohr $=1.058$ \AA. At $r=4$ bohr, $\tau_+=5.339\times10^{-5}$ and $\tau_L=-2.670\times10^{-5}$ hartree/bohr$^3$. Integration by parts gives
\begin{equation}
\int_R^\infty\! re^{-2r}dr=e^{-2R}\Big(\frac R2+\frac14\Big),\qquad \int_R^\infty\! r^2e^{-2r}dr=e^{-2R}\Big(\frac{R^2}2+\frac R2+\frac14\Big).
\end{equation}
The integrands are $4\pi r^2\tau_+=2r^2e^{-2r}$ and $4\pi r^2\tau_L=(4r-2r^2)e^{-2r}$. For $R=0$, $T_+=2\cdot\tfrac14=\tfrac12$ and $T_L=4\cdot\tfrac14-2\cdot\tfrac14=\tfrac12$ hartree $=13.606$ eV. For $R=2$ the brackets are $\tfrac54$ and $\tfrac{13}4$, so outside $r_0$ we find $T_+=6.5e^{-4}=0.119052$ and $T_L=(5-6.5)e^{-4}=-0.027473$ hartree. Inside, $T_+=0.380948$ and $T_L=0.527473$, a difference of $-0.146525$ hartree, and (\ref{sphere}) gives $\pi\cdot4\cdot(-2e^{-4}/\pi)=-8e^{-4}$, the same number. The inner $T_L$ exceeds the total because the tail subtracts. For hydrogen $2s$, with $\kappa=\tfrac12$ and $q=1$, (\ref{tail}) predicts $1/r$ coefficients $-\tfrac12$ and $1$ hartree bohr, which symbolic differentiation reproduces.

Q: One electron is special. What happens with shells?

A: Take the neon atom, $1s^22s^22p^6$, in spin-restricted Kohn--Sham LDA (Slater exchange, VWN correlation), solved by radial Chebyshev collocation with a wall at 30 bohr. The levels are $-30.306$, $-1.3228$ and $-0.49803$ hartree, so $\kappa=0.99803$ bohr$^{-1}$. These are values of this model. In the table $r$ is in bohr and the other columns are in hartree/bohr$^3$; $\tau_+$ and $\tau_L$ come from (\ref{shell}), the last column from finite differences of $n$.
\begin{center}
\begin{tabular}{rrrr}
$r$ & $\tau_+$ & $\tau_L$ & $\tfrac14\nabla^2n$\\
0.1 & 4288.8 & 4309.8 & $-21.0$\\
0.3 & 116.17 & 24.26 & 91.91\\
0.5 & 10.357 & 13.810 & $-3.453$\\
1.0 & 1.0125 & 0.4213 & 0.5912\\
2.0 & 0.023114 & $-0.004774$ & 0.027888\\
4.0 & $5.966\times10^{-5}$ & $-3.129\times10^{-5}$ & $9.096\times10^{-5}$
\end{tabular}
\end{center}
At 2 bohr, $0.023114+0.004774=0.027888$. The difference of the two forms alternates in sign over the first four rows, yet a scan from 0.005 to 12 bohr finds $\tau_L$ itself changing sign only once, at $r_0=1.459$ bohr $=0.772$ \AA, inside $r_t=1.676$ bohr as the argument requires. Both totals are $127.739$ hartree $=3475.95$ eV. Inside 1 bohr, $122.2880-127.2412=-4.9532$ hartree, equal to $\pi R^2n'(R)$. Beyond $r_0$ lie 1.225 electrons, with $T_+=1.804$ and $T_L=-0.268$ hartree. At $r=10^{-4}$ bohr, $n=613.30$ bohr$^{-3}$ and $\tau_L=6.1299\times10^7$ hartree/bohr$^3$, so $r\tau_L/(Zn)=6129.9/6133.0=0.9995$, while $\tau_+$ is $3.13\times10^4$ hartree/bohr$^3$.

Q: At 4 bohr the ratio is about $-\tfrac12$, not $-1$. Is the limit wrong?

A: The limit is approached only as $1/r$. In LDA a neutral atom has $q=0$: the nuclear and Hartree terms cancel up to the exponentially small charge outside $r$, and the exchange-correlation potential goes as $n^{1/3}$ at low density. At 12 bohr, with $l=1$, the series gives $0.49803+0.08317+2.5/144=0.49803+0.08317+0.01736=0.59856$ hartree for $\tau_+/n$, against the computed $0.59845$. For $\tau_L/n$, the residual potential is $v=-1.7\times10^{-4}$ hartree and $\varepsilon_H-v\approx-0.4979$, matching the computed $-0.49787$. The ratio is still $-0.832$.

The shortfall of $1.1\times10^{-4}$ hartree, which shows as a $1/r^2$ coefficient of 2.484 in place of 2.5, can be estimated at leading order. Truncation of the series is not its cause. For $v=0$ and $l=1$ the decaying solution is $u=e^{-\kappa r}(1+1/\kappa r)$, for which $u''=(\kappa^2+2/r^2)u$ and $g=-\kappa-1/(\kappa r^2+r)$. Expanding $\tfrac12(g-1/r)^2+1/r^2$, the $1/r^3$ terms $-1/\kappa$ and $+1/\kappa$ cancel, and the first omitted term is $+1/2\kappa^2r^4\approx2\times10^{-5}$ hartree at 12 bohr, which raises the shortfall to about $1.3\times10^{-4}$ hartree. The residual potential remains. Adding $2v$ to the right of (\ref{riccati}) shifts $g$ by $\eta$ with $\eta'-2\kappa\eta=2v$. Since $v\propto n^{1/3}\sim e^{-2\kappa r/3}$, $\eta'=-\tfrac23\kappa\eta$ and $\eta=-3v/4\kappa$. With $v=-1.66\times10^{-4}$ hartree, the shift of $\tau_+/n$ is $-\kappa\eta=\tfrac34v\approx-1.25\times10^{-4}$ hartree. This has the observed sign and lies about 5\% below the observed size; the estimate drops the $1/r$ corrections to $g$ and to the decay rate of $v$.

Q: Could all this be an artefact of one solver?

A: A separate calculation in an even-tempered Gaussian basis (24 $s$ and 15 $p$ exponents), with Cartesian derivatives and analytic kinetic integrals, gives $T=127.7386$ hartree, the same $2p$ level to five decimals, and $r_0=1.461$ bohr, 0.002 bohr above the collocation value. The numerical check that follows prints these values and asserts the agreement within looser tolerances ($5\times10^{-3}$ hartree in $T$, $5\times10^{-4}$ hartree in the $2p$ level, 0.03 bohr in $r_0$), together with (\ref{A}) symbolically and by finite differences, (\ref{sphere}), (\ref{C}), $r_0<r_t$ and the limits in the tail and at the nucleus.

\section{Which one to use}

Q: Then which is the true kinetic energy density?

A: The total does not decide. By (\ref{B}), $\tau_++\lambda\nabla^2n$ has the same integral for every $\lambda$ when the flux vanishes. With $\hat{\mathbf p}=-i\nabla$, $\tau_+$ is built from $\tfrac12|\hat{\mathbf p}\phi|^2$ and $\tau_L$ from $\mathrm{Re}\,\phi^*\tfrac12\hat{\mathbf p}^2\phi$: two orderings of $\hat{\mathbf p}^2/2$ and the projector on the point $\mathbf r$, which do not commute. Each has its use. The form $\tau_L$ enters the local energy balance (\ref{C}); the form $\tau_+$ is non-negative and finite at a nucleus.

Q: If the density is ambiguous, is the Pauli part ambiguous too?

A: Not if one form is used throughout. The reference is the von Weizs\"acker density $\tau_W=|\nabla n|^2/8n$, which is the positive form for the single real orbital $\sqrt n$, because $\nabla\sqrt n=\nabla n/2\sqrt n$ and $\tfrac12|\nabla\sqrt n|^2=|\nabla n|^2/8n$. That orbital has the same density, so (\ref{A}) gives $\tau_W+\tfrac12\sqrt n\,\nabla^2\sqrt n=\tfrac14\nabla^2n$. Subtracting this from (\ref{A}) for the true orbitals,
\begin{equation}
\tau_P=\tau_+-\tau_W=\tau_L-\big(-\tfrac12\sqrt n\,\nabla^2\sqrt n\big).
\end{equation}
The Laplacian cancels. Moreover $\tau_P\ge0$: the triangle and Cauchy--Schwarz inequalities give
\begin{equation}
|\nabla n|\le2\sum_i f_i|\phi_i||\nabla\phi_i|\le2\Big(\sum_if_i|\phi_i|^2\Big)^{1/2}\Big(\sum_if_i|\nabla\phi_i|^2\Big)^{1/2}=2\sqrt{n}\sqrt{2\tau_+},
\end{equation}
and squaring yields $|\nabla n|^2\le8n\tau_+$. In the tail, where one shell remains, $n\propto(u/r)^2$, so $n'/n=2(g-1/r)$ and $\tau_W/n=\tfrac12(g-1/r)^2$. This is the radial term of $\tau_+/n$, which leaves $\tau_P=l(l+1)n/2r^2$. For the neon $2p$ shell this predicts $r^2\tau_P/n=1$ hartree bohr$^2$, and the value computed at 12 bohr is 1.0000. Mixing the forms destroys the bound: in the tail $\tau_L-\tau_W=\tau_P-\tfrac14\nabla^2n\to-\kappa^2n$.

\section*{Computed values}
\begin{verbatim}
H 1s: r/bohr, n/bohr^-3, tau_p, tau_L, lap(n)/4 in hartree/bohr^3
   0.5 1.17100e-01 5.85498e-02 +1.75649e-01 -1.17100e-01
   1.0 4.30786e-02 2.15393e-02 +2.15393e-02 +0.00000e+00
   2.0 5.83005e-03 2.91502e-03 +0.00000e+00 +2.91502e-03
   4.0 1.06781e-04 5.33905e-05 -2.66953e-05 +8.00858e-05
H zero of tau_L r0 = 2.000000 bohr = 1.05835 angstrom
H T_p = 0.500000, T_L = 0.500000 hartree = 13.6057 eV
H r<2 bohr: T_p = 0.380948, T_L = 0.527473, T_p-T_L = -0.146525 hartree
H r>2 bohr: T_p = 0.119052, T_L = -0.027473 hartree
H 2s 1/r coefficients: tau_p/n -1/2, tau_L/n 1 hartree bohr
Ne LDA (Slater+VWN): Z = 10, 121 nodes, box 30 bohr
Ne eps 1s,2s,2p = -30.30585 -1.32281 -0.49803 hartree
Ne kappa = 0.99803 1/bohr, kappa^2/2 = 0.49803 hartree
Ne: r/bohr, n/bohr^-3, tau_p, tau_L, lap(n)/4 in hartree/bohr^3
   0.1 8.60203e+01 4.28875e+03 +4.30976e+03 -2.10114e+01
   0.3 4.67384e+00 1.16169e+02 +2.42594e+01 +9.19092e+01
   0.5 2.28278e+00 1.03570e+01 +1.38101e+01 -3.45317e+00
   1.0 4.50148e-01 1.01249e+00 +4.21326e-01 +5.91161e-01
   2.0 1.65447e-02 2.31139e-02 -4.77428e-03 +2.78882e-02
   4.0 6.87549e-05 5.96647e-05 -3.12904e-05 +9.09551e-05
   8.0 5.17881e-09 3.41581e-09 -2.56418e-09 +5.97999e-09
  12.0 7.31333e-13 4.37669e-13 -3.64108e-13 +8.01776e-13
Ne T_p = 127.73867, T_L = 127.73867 hartree = 3475.95 eV
Ne r<0.5 bohr: T_p 112.02035, T_L 116.78876, pi R^2 n' -4.76840 hartree
Ne r<1.0 bohr: T_p 122.28797, T_L 127.24120, pi R^2 n' -4.95324 hartree
Ne r<2.0 bohr: T_p 127.24860, T_L 127.88401, pi R^2 n' -0.63541 hartree
Ne sign changes of tau_L in 0.005-12 bohr: 1
Ne outermost zero r0 = 1.4590 bohr = 0.7721 angstrom
Ne turning radius r_t = 1.6761 bohr
Ne r>r0: electrons 1.2254, T_p 1.80412, T_L -0.26765 hartree
Ne r=12 bohr: tau_p/n 0.59845, tau_L/n -0.49787, v -1.7e-04 hartree
Ne r=12 bohr: kappa/r 0.08317 hartree, ratio tau_L/tau_p -0.8319
Ne r=12 bohr: 1/r^2 coefficient 2.484, r^2(tau_p-tau_W)/n 1.0000 hartree bohr^2
Ne r=1e-4 bohr: n 613.30 bohr^-3, r tau_L/(Z n) 0.99949
Ne r=1e-4 bohr: tau_p 3.1255e+04, tau_L 6.1299e+07 hartree/bohr^3
Ne Gaussian 24s15p: T = 127.7386, eps_2p = -0.49803 hartree
Ne Gaussian 24s15p: r0 = 1.4611 bohr
\end{verbatim}
